# Potential conventions and the energy of a charged monolayer

## Question

A monolayer lies in a periodic cell of in-plane area $A$, length $L$ along $z$ and volume $AL$. The cell holds $N$ electrons and fixed, smooth ionic charge $eZ$, with $e>0$. The **explicit charge** is ions plus electrons, with density $\rho$ and total $Q=e(Z-N)$. A uniform background $-Q/(AL)$ makes the cell neutral, so that
$$\rho_{\rm tot}=\rho-\frac{Q}{AL},\qquad \nabla^2\phi=-\frac{\rho_{\rm tot}}{\varepsilon_0}.$$

Codes A and B treat this same system at the same $N$, but fix the additive constant in $\phi$ differently: $\phi_B=\phi_A+\Delta$. Code A sets the cell average of $\phi_A$ to zero. Both use the energy rule
$$E_X=T+\int\rho\,\phi_X\,d^3r-W,\qquad W=\tfrac12\int\rho_{\rm tot}\,\phi_X\,d^3r .$$
Here $T$ is the kinetic energy plus every term that does not contain $\phi$, such as a confining well. An electron has electrostatic potential energy $-e\phi_X$.

(a) Find $E_B-E_A$. How does the answer change if the rule is $T+\frac12\int\rho\phi_X$, or $T+\frac12\int\rho_{\rm tot}\phi_X$?

(b) Confirm the numerical factor in (a) by producing the offset with remote charges.

(c) Find the shift of the Fermi level. Show how $\Omega_X=E_X+(Q/e)\mu_X$ must be referenced to agree between the codes.

(d) Code B sets $\phi_B=0$ at mid-vacuum, $z=L/2$, for a layer centred at $z=0$. Find $\Delta$ in a plane-averaged model.

(e) Evaluate the results for a model of a gated monolayer semiconductor.

(f) In (d) the offset depends on the charge. What does this do to $dE_B/dN$?

(g) Does agreement between the codes make the energy independent of $L$? What carries over to a real device?

## Model answers

### (a) The energy difference

The Hamiltonians of the two codes differ by the constant $-e\Delta$. A constant changes no orbital, and at fixed $N$ the same orbitals are filled. Hence $\rho$ and $T$ are the same in both codes.

The energy $W$ is also the same. Inserting Poisson's equation and integrating by parts, with boundary terms that cancel by periodicity, gives
$$W=-\frac{\varepsilon_0}{2}\int\phi\,\nabla^2\phi\,d^3r=\frac{\varepsilon_0}{2}\int|\nabla\phi|^2d^3r,$$
which contains no additive constant. What remains is
$$E_B-E_A=\int\rho\,(\phi_B-\phi_A)\,d^3r=\Delta\int\rho\,d^3r=Q\Delta .$$

The other two rules give
$$\tfrac12\int\rho\,\Delta\,d^3r=\tfrac12Q\Delta,\qquad \tfrac12\int\rho_{\rm tot}\,\Delta\,d^3r=0 .$$

"Charge times offset" therefore holds when the constant acts as an external potential on the explicit charge and not on the background. The energy rule has to be known before two codes are compared.

In code A the background term vanishes because $\phi_A$ has zero average. Thus $\int\rho\phi_A=\int\rho_{\rm tot}\phi_A=2W$, and $E_A=T+W$, the energy of the neutral cell.

### (b) Why the factor is one

A sheet with charge $\tau$ per area at $z'$ has potential $-\tau|z-z'|/(2\varepsilon_0)$. Put sheets $-\tau$ at $-a-d$ and $+\tau$ at $-a$. To their right, this double layer gives
$$-\frac{\tau}{2\varepsilon_0}\left[(z+a)-(z+a+d)\right]=\frac{\tau d}{2\varepsilon_0}.$$
Its mirror image on the other side gives the same value, so the potential between the two double layers is raised by $\Delta=\tau d/\varepsilon_0$.

The interaction energy of the explicit charge with these sources is $Q\Delta$. The background is left out of this interaction, as the energy rule requires; if it were included, the total would be zero. Each pair joins one layer charge to one remote charge and is counted once. The factor $\frac12$ belongs to the energy of a distribution with itself, where a double integral counts each pair twice.

### (c) Referencing the Fermi level

All levels shift by the same constant, so
$$\varepsilon_{F,B}=\varepsilon_{F,A}-e\Delta .$$
With each code's own Fermi level, $\mu_X=\varepsilon_{F,X}$,
$$\Omega_B-\Omega_A=Q\Delta+\frac{Q}{e}(-e\Delta)=0 .$$

For an external reservoir, let $\mu_{\rm ref}$ be its level measured from the electron's electrostatic energy at a marked point $\mathbf r_0$. Each code must convert it to its own scale:
$$\mu_X=\mu_{\rm ref}-e\phi_X(\mathbf r_0).$$
Then $\mu_B-\mu_A=-e\Delta$, and the same cancellation follows. If one bare number is used for $\mu$ in both codes, the difference $Q\Delta$ remains.

Since $Q/e=Z-N$, $\Omega_X=E_X-\mu_X(N-Z)$. The combination $E_X-\mu_XN$ is not invariant:
$$Q\Delta-N(-e\Delta)=e(Z-N)\Delta+eN\Delta=eZ\Delta .$$

The cancellation also requires the energy rule of the question. With the half rule, $\Omega_B-\Omega_A=-\frac12Q\Delta$. With the background included it is $-Q\Delta$, because the Fermi level shifts while the energy does not.

### (d) The offset for a mid-vacuum zero

Let $\rho(z)$ now be the plane-averaged density, $\sigma=Q/A=\int\rho\,dz$ and $M_2=\int z^2\rho\,dz$. With $u=z-z'$ and $|u|\le L$, the solution of zero average is
$$\phi_A(z)=-\frac{1}{2\varepsilon_0}\int\rho(z')\left[|u|-\frac{u^2}{L}-\frac L6\right]dz' .$$

The second derivative of the bracket is $2\delta(u)-2/L$, which reproduces the layer charge and the background. The function $|u|-u^2/L$ is unchanged when $u>0$ is replaced by $u-L$, so it is periodic. Its average is $L/2-L/3=L/6$, which the last term removes.

At $z=L/2$ one has $u=L/2-z'\ge0$, and the bracket becomes
$$\frac L2-z'-\left(\frac L4-z'+\frac{z'^2}{L}\right)-\frac L6=\frac L{12}-\frac{z'^2}{L}.$$
Because $\phi_B(L/2)=0$ requires $\Delta=-\phi_A(L/2)$,
$$\Delta=\frac{\sigma L}{24\varepsilon_0}-\frac{M_2}{2\varepsilon_0L}.$$

The first term is the thin-sheet limit. The second survives for a neutral layer whose positive and negative charges have different widths. Such a layer has $\Delta\ne0$, but its energies agree because $Q=0$.

### (e) Numerical example

The chosen parameters are $A=0.08868\ \mathrm{nm^2}$, $L=3.0$ nm, ionized donors at $1.00\times10^{13}\ \mathrm{cm^{-2}}$ and electrons at $2.00\times10^{13}\ \mathrm{cm^{-2}}$. The donor charge is a Gaussian of standard deviation 0.15 nm. The electrons occupy one subband of a Gaussian well, 6.0 eV deep with standard deviation 0.20 nm. The in-plane mass is $0.5m_e$, the normal mass $m_e$ and the degeneracy four, counting spin and valleys. The model is a Hartree calculation at zero temperature, without exchange or correlation.

The net charge is $Q=-0.008868\,e$ per cell, or $\sigma=-1.602\ \mathrm{\mu C/cm^2}$. The thin-sheet offset is $-0.2262$ V, and the finite width changes it to $\Delta=-0.2240$ V. Thus
$$Q\Delta=(-0.008868\,e)(-0.22397\ \mathrm V)=1.986\ \mathrm{meV}.$$

Code A was realized with a Fourier basis and the direct energy $T+W$; code B with finite differences and a sum over occupied levels. Energies are per in-plane cell:

| Quantity | A | B |
|---|---:|---:|
| $E$ (meV) | −77.572 | −75.586 |
| $\varepsilon_F$ (eV) | −4.0904 | −3.8665 |
| $\Omega$, own level (meV) | −41.298 | −41.298 |

The energies differ by 1.986 meV, as required. For code A, $(Q/e)\varepsilon_F=(-0.008868)(-4.0904\ \mathrm{eV})=36.274$ meV, and $-77.572+36.274=-41.298$ meV. For code B the added term is 34.288 meV, which gives the same sum.

A reservoir at $-4.00$ eV from mid-vacuum lies at $-4.224$ eV on the scale of code A. Both codes then give $\Omega=-40.114$ meV. Using $-4.00$ eV in both would leave an error of 1.986 meV.

### (f) When the offset changes with charge

First consider code A. For the one-subband model let $D$ be the number of states per energy and cell. Filling a constant density of states gives in-plane energy $N^2/(2D)$, so
$$E_A=N\langle\psi|t+v|\psi\rangle+\frac{N^2}{2D}+W,$$
where $t$ is the normal kinetic energy and $v$ the well. The electrostatic Green function is symmetric, hence $\delta W=\int\phi_A\,\delta\rho_{\rm tot}\,d^3r$. The change of the uniform background drops out because $\phi_A$ has zero average. With $h_A=t+v-e\phi_A$ and a real orbital,
$$\delta E_A=\delta N\left(\langle\psi|h_A|\psi\rangle+\frac ND\right)+2N\langle\delta\psi|h_A|\psi\rangle .$$
The last term is $N\varepsilon\,\delta\langle\psi|\psi\rangle=0$, where $\varepsilon$ is the orbital energy. The bracket is $\varepsilon+N/D=\varepsilon_{F,A}$, so $dE_A/dN=\varepsilon_{F,A}$.

For code B, $E_B=E_A+Q\Delta$ and $dQ/dN=-e$ give
$$\frac{dE_B}{dN}=\varepsilon_{F,A}-e\Delta+Q\frac{d\Delta}{dN}=\varepsilon_{F,B}+Q\frac{d\Delta}{dN}.$$
In the example the right side is $-3.86646+0.22144=-3.64502$ eV, and numerical differentiation of $E_B$ gives the same value. The cancellation in (c) still holds at each charge, but $E_B-\mu_{\rm ref}(N-Z)$ is not stationary where $\varepsilon_{F,B}=\mu_{\rm ref}$.

An energy whose derivative is the Fermi level of code B is
$$\widetilde E_B(Q)=E_A(Q)+\int_0^Q\Delta(Q')\,dQ' .$$
If $\Delta$ is linear in charge and equals $\Delta_0$ at neutrality, the integral is $\frac12Q(\Delta+\Delta_0)$. Here $\Delta_0=-2.4$ mV, so the predicted fraction of $Q\Delta$ is $\frac12(1+0.0024/0.2240)=0.505$. The computed integral is 1.004 meV, also a fraction 0.505. The fraction is close to one half because $\Delta_0$ is small in this model; it approaches one when $\Delta_0$ dominates the offset. For a search over charge with the reservoir tied to mid-vacuum, one can make $\widetilde E_B-\mu_{\rm ref}(N-Z)$ stationary or solve $\varepsilon_{F,B}=\mu_{\rm ref}$ directly. At $\mu_{\rm ref}=-4.00$ eV both give $1.77\times10^{13}$ electrons per $\mathrm{cm^2}$, whereas the stationary point of $E_B-\mu_{\rm ref}(N-Z)$ lies at $1.56\times10^{13}$. Holding $\Delta$ fixed ties the reservoir to the cell average instead and in general gives another charge: $1.63\times10^{13}$ for $\Delta=-0.224$ V.

### (g) Cell length and real devices

Agreement between conventions does not remove the background. For a thin sheet, the solution in (d) gives $\phi_A(0)=\sigma L/(12\varepsilon_0)$, so the energy per area contains
$$\frac12\sigma\phi_A(0)=\frac{\sigma^2L}{24\varepsilon_0}.$$
The Fermi-level term in $\Omega$ adds $-\sigma\phi_A(0)=-\sigma^2L/(12\varepsilon_0)$, leaving $-\sigma^2L/(24\varepsilon_0)$. Extending the cell from 3 to 6 nm at fixed charge raises $E_A$ by 1.996 meV, against 2.006 meV for a thin sheet. Both codes' own-level $\Omega$ falls together, from $-41.298$ to $-43.283$ meV. They agree on a quantity that still depends on the cell.

The cell area, in-plane mass and electron density are roughly those of a strongly gated transition-metal dichalcogenide monolayer. In a transistor the countercharge sits on a gate, not in a uniform background. The 2 meV is thus a property of the chosen cell and convention: at 6 nm the offset is $-0.451$ V and $Q\Delta$ is about 4.0 meV. If one gate held all the countercharge behind an oxide of relative permittivity 3.9, the oxide field would be 4.6 MV/cm, below a rough breakdown field of 10 MV/cm for good silicon dioxide.

For the offset of a real monolayer, an important omission is the spread of its own electrons about the nuclei. A neutral spherical atom adds $-e\langle r^2\rangle/3$ to $AM_2$, with $\langle r^2\rangle$ summed over its electrons. For MoS$_2$ built from free atoms, Hartree–Fock and PBE calculations of spin-polarized atoms put the total of these sums near $0.32\ \mathrm{nm^2}$ per cell; spin-unpolarized PBE atoms give $0.33\ \mathrm{nm^2}$, which raises the offset below by about 0.1 V. The $M_2$ term in (d) then gives $\Delta_0\approx+3.6$ V at $L=3$ nm, and $Q\Delta$ would be near $-30$ meV instead of 2 meV. This is an all-electron estimate with point nuclei. The valence shells alone (Mo 4s4p4d5s, S 3s3p) give $0.30\ \mathrm{nm^2}$ and 3.4 V, and in a pseudopotential code the offset also depends on the pseudo-ion. Bonding changes the estimate by an amount not computed here. The relations in (a) to (d) still hold, but the size and sign of $\Delta$ in the example should not be carried over to a material.

Further omissions affect the example unequally. Heating to 300 K at fixed density and fixed subband energy lowers the Fermi level by 4.4 meV. A normal mass of $0.5m_e$ lowers $Q\Delta$ by 0.05 meV. Polarization moves charge towards the faces of the layer. With all the net charge on the faces of a layer of thickness $t=0.6$ nm, $M_2/\sigma=t^2/4$, and the offset lies below its thin-sheet value by the fraction $3t^2/L^2=12\%$. A uniform spread over the layer would give $t^2/L^2=4\%$. Perfect screening leaves the explicit density $\sigma/L$ inside the layer, where it cancels the background, so only the fraction $1-t/L$ of the charge reaches the faces. The reduction is then 10.4%, against 1.0% in the model.

Unscreened exchange would shift the Fermi level far more than heating does, by about $-0.73$ eV at the Fermi level for a layer of zero width and about $-0.67$ eV with the orbital of this model, so the absolute levels of this Hartree model are not predictions for a material. Exchange depends on the orbitals and not on the constant in $\phi$. For the same orbitals it enters both codes equally, and the cancellation in (c) is unaffected.

## Table of computed values

```
In-plane cell area: 0.08868 nm^2
Donor density: 1.00e+13 cm^-2
Electron density: 2.00e+13 cm^-2
Cell length: 3.0 nm
Well depth: 6.0 eV
Well and ion Gaussian widths: 0.20, 0.15 nm
Explicit charge Q per cell: -0.008868 e
Explicit charge per area: -1.6022 uC/cm^2
Mid-vacuum potential, code A: 0.22397 V
Offset Delta = phi_B - phi_A: -0.22397 V
Offset from moment formula: -0.22397 V
Thin-sheet part of offset: -0.22619 V
Energy, code A: -77.5721 meV per cell
Energy, code B: -75.5860 meV per cell
Energy difference B-A: 1.9862 meV per cell
Q times Delta: 1.9862 meV per cell
Q times Delta per area: 0.02240 eV/nm^2
Double-layer pair sum: 1.9862 meV per cell
Difference, half rule: 0.9931 meV per cell
Difference, with background: -0.0000 meV per cell
Fermi level, code A: -4.09043 eV
Fermi level, code B: -3.86646 eV
Grand energy at own level, A: -41.2978 meV per cell
Grand energy at own level, B: -41.2978 meV per cell
Reservoir level from mid-vacuum: -4.00 eV
Reservoir level in gauge A: -4.22397 eV
Reservoir grand energy, A: -40.1136 meV per cell
Reservoir grand energy, B: -40.1136 meV per cell
Error with same bare level: 1.9862 meV per cell
Difference of E-mu*N: -1.9862 meV per cell
Neutral-layer offset: -2.401 mV
Neutral energy difference: -0.0000 meV per cell
dE_A/dN: -4.09043 eV
dE_B/dN: -3.64502 eV
Q dDelta/dN: 0.22144 eV
Integrated offset energy: 1.0039 meV per cell
Integrated energy / (Q Delta): 0.5055
Offset in 6 nm cell: -0.45126 V
Energy A rise, 3 to 6 nm: 1.9960 meV per cell
Thin-sheet energy rise: 2.0059 meV per cell
Own-level grand energy, 6 nm, A: -43.2825 meV per cell
Own-level grand energy, 6 nm, B: -43.2825 meV per cell
Grid shift A, 150 to 300 points: -4.5e-12 meV per cell
Grid shift B, 300 to 450 points: 5.8e-06 meV per cell
In-plane Fermi energy at 0 K: 47.88 meV
Fermi-level change at 300 K: -4.41 meV
Unscreened 2D exchange at Fermi level: -0.727 eV
Polarization limit, 0.6 nm layer: 8.0 % of offset
Q Delta change, normal mass 0.5: -0.0491 meV per cell
Electron fraction beyond 0.8 nm: 6.5e-07
Second level above Fermi level: 2.475 eV
Mid-vacuum barrier above Fermi level: 3.866 eV
One-sided gate field, permittivity 3.9: 4.64 MV/cm
```
